# The triangle anomaly: loop routing, vector conservation and E·B

## The form of the answer

Consider a massless Dirac fermion of charge $e$ in a classical electromagnetic field. Classically its axial current $j_5^\lambda=\bar\psi\gamma^\lambda\gamma_5\psi$ is conserved. If a quantum violation exists at order $e^2$, and is local and gauge invariant, its form is nearly fixed. The divergence $\partial_\lambda j_5^\lambda$ is a pseudoscalar of mass dimension four. Two field strengths already have dimension four, so no derivative or inverse momentum can accompany them, and their pseudoscalar product is $\mathbf E\cdot\mathbf B$. Hence

$$\partial_\lambda j_5^\lambda=\kappa\,e^2\,\mathbf E\cdot\mathbf B ,\tag{1}$$

with $\kappa$ a pure number. Locality will follow from the calculation: the violation comes from infinitely large loop momentum and is a polynomial in the external momenta.

The same counting locates an ambiguity. The amplitude joining $j_5^\lambda$ to two photons, with incoming momenta $k_1,k_2$ and indices $\mu,\nu$, has dimension one. A parity-odd polynomial of that dimension is $\epsilon^{\lambda\mu\nu\sigma}(uk_1+vk_2)_\sigma$. Bose symmetry under $(k_1,\mu)\leftrightarrow(k_2,\nu)$ requires $v=-u$, leaving one free number. Its value must come from a physical requirement.

## The amplitude

Units are $\hbar=c=1$ with $e^2=4\pi\alpha$, and the metric is $(+,-,-,-)$. The Lagrangian is $\bar\psi(i\slashed\partial-e\slashed A-m)\psi$; the mass is kept because its effect matters later. With $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$ and $\epsilon^{0123}=+1$,

$$\mathrm{tr}\,\gamma_5\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma=-4i\,\epsilon^{\mu\nu\rho\sigma}.\tag{2}$$

The propagator in the field is $i/(i\slashed\partial-e\slashed A-m)$, and closing the fermion line gives $\langle\bar\psi\Gamma\psi\rangle=-\mathrm{tr}[\Gamma G(x,x)]$. With $S(p)=1/(\slashed p-m)$, the second-order term of $G$ is $i\,S\,e\slashed A\,S\,e\slashed A\,S$. For $A=A_1e^{-ik_1x}+A_2e^{-ik_2x}$ and $q=k_1+k_2$, the cross term is

$$\langle j_5^\lambda\rangle=e^2A_{1\mu}A_{2\nu}T^{\lambda\mu\nu}e^{-iqx},\tag{3}$$

$$T^{\lambda\mu\nu}=-i\!\int\!\frac{d^4p}{(2\pi)^4}\,\mathrm{tr}\big[\gamma^\lambda\gamma_5S(p+q)\gamma^\nu S(p+k_1)\gamma^\mu S(p)\big]+(k_1,\mu\leftrightarrow k_2,\nu).\tag{4}$$

Let $P^{\mu\nu}$ be the same expression with $\gamma^\lambda\gamma_5$ replaced by $\gamma_5$.

The integrand of (4) falls as $p^{-3}$, so the integral is superficially linearly divergent. It is defined here by Wick rotation, $p^0=ip_4$, and integration over Euclidean spheres centred on $p=0$, whose radius then goes to infinity. The leading term is odd in $p$ and drops out. To find it, use $\slashed p\gamma^\nu\slashed p=2p^\nu\slashed p-p^2\gamma^\nu$; the first piece leaves two equal vectors in an antisymmetric trace and vanishes. Thus

$$\mathrm{tr}[\gamma^\lambda\gamma_5\slashed p\gamma^\nu\slashed p\gamma^\mu\slashed p]=-p^2\,\mathrm{tr}[\gamma_5\gamma^\nu\gamma^\mu\slashed p\gamma^\lambda]=4ip^2\epsilon^{\lambda\mu\nu\sigma}p_\sigma .\tag{5}$$

The $p^{-4}$ term could still diverge logarithmically. Average it with $p_\alpha p_\beta\to g_{\alpha\beta}p^2/4$, which gives $\slashed p\gamma^\mu\slashed p\to-\tfrac12p^2\gamma^\mu$. The numerator term with $\slashed q$ gives $2i\epsilon^{\lambda\mu\nu\sigma}q_\sigma/p^4$, and that with $\slashed k_1$ gives $2i\epsilon^{\lambda\mu\nu\sigma}k_{1\sigma}/p^4$. Expanding the denominators multiplies the leading term by $-2p\cdot(q+k_1)/p^2$, which contributes $-2i\epsilon^{\lambda\mu\nu\sigma}(q+k_1)_\sigma/p^4$. The three cancel, so symmetric integration gives a finite $T$.

## What a shift of the loop momentum does

Relabelling $p\to p+a$ moves the centre of the spheres. For $f=O(p^{-3})$, expand $f(p+a)-f(p)=a^\tau\partial_\tau f+\dots$. Each term is a total derivative, and the surface grows as the cube of the radius $R$. The first term leaves a finite surface integral. The next involves $\partial f=O(R^{-4})$ and vanishes, as do all later ones.

For spatial $a$, Gauss's theorem gives $2\pi^2R^3\langle(p^i/R)f\rangle a^i$, where $2\pi^2R^3$ is the area of the three-sphere and the brackets denote the angular average. Since $R^2=-p^2$ and $p^i=-p_i$, this is $2\pi^2a^i\langle p^2p_if\rangle$. For the time component, $\partial/\partial p^0=-i\,\partial/\partial p_4$ and $-ip_4=-p^0$ give the same form. With the factor $i$ from $d^4p=i\,d^4p_E$,

$$\int d^4p\,[f(p+a)-f(p)]=2\pi^2i\,a^\tau\lim_{R\to\infty}\langle p^2p_\tau f\rangle .$$

If $f\to C^\sigma p_\sigma/p^4$, the angular average turns this into

$$\int d^4p\,[f(p+a)-f(p)]=\frac{i\pi^2}{2}\,a_\sigma C^\sigma .\tag{6}$$

By (5), the first diagram has $C^\sigma=4i\epsilon^{\lambda\mu\nu\sigma}$. Its integral changes by $-2\pi^2\epsilon^{\lambda\mu\nu\sigma}a_\sigma$, and multiplication by $-i/16\pi^4$ gives $(i/8\pi^2)\epsilon^{\lambda\mu\nu\sigma}a_\sigma$. The second diagram, shifted by $b$, has $\mu$ and $\nu$ exchanged and hence the opposite sign:

$$\delta T^{\lambda\mu\nu}=\frac{i}{8\pi^2}\epsilon^{\lambda\mu\nu\sigma}(a-b)_\sigma .\tag{7}$$

Bose symmetry makes $b$ the image of $a$ under $k_1\leftrightarrow k_2$. If $a=xk_1+yk_2$, then $b=xk_2+yk_1$ and $a-b=c\,(k_1-k_2)$ with $c=x-y$. The routing written in (4) has $c=0$. This is the one-parameter freedom found by counting dimensions.

## The vector current

Define $W^{\mu\nu}=\epsilon^{\mu\nu\sigma\tau}k_{1\sigma}k_{2\tau}$. To contract (4) with $k_{1\mu}$, write $\slashed k_1=S^{-1}(p+k_1)-S^{-1}(p)$ in the first diagram and $\slashed k_1=S^{-1}(p+q)-S^{-1}(p+k_2)$ in the second. Then

$$S(p+k_1)\slashed k_1S(p)=S(p)-S(p+k_1),$$
$$S(p+q)\slashed k_1S(p+k_2)=S(p+k_2)-S(p+q).$$

The terms containing $S(p+q)\gamma^\nu S(p)$ cancel between the diagrams. What remains is $g(p)-g(p+k_1)$, where

$$g(p)=\mathrm{tr}[\gamma^\lambda\gamma_5S(p+k_2)\gamma^\nu S(p)]\;\to\;\frac{4i\,\epsilon^{\lambda\tau\nu\sigma}k_{2\tau}p_\sigma}{p^4}.\tag{8}$$

The numerator term with two factors of $p$ vanishes by antisymmetry, and the mass terms have too few gamma matrices or an odd number. If the shift $p\to p+k_1$ were free, the contraction would be zero. Formula (6) instead gives

$$\int d^4p\,[g(p+k_1)-g(p)]=-2\pi^2\epsilon^{\lambda\tau\nu\sigma}k_{2\tau}k_{1\sigma}=-2\pi^2W^{\lambda\nu},$$

because a cyclic permutation of the last three indices is even. At $c=0$, therefore, $k_{1\mu}T^{\lambda\mu\nu}=-(i/16\pi^4)(2\pi^2W^{\lambda\nu})=-(i/8\pi^2)W^{\lambda\nu}$.

For another routing, (7) adds $(ic/8\pi^2)\epsilon^{\lambda\mu\nu\sigma}k_{1\mu}(k_1-k_2)_\sigma$. The $k_1k_1$ part vanishes, and $-\epsilon^{\lambda\mu\nu\sigma}k_{1\mu}k_{2\sigma}=+W^{\lambda\nu}$. In total,

$$k_{1\mu}T^{\lambda\mu\nu}=-\frac{i}{8\pi^2}(1-c)\,W^{\lambda\nu}.\tag{9}$$

Exchanging the photons gives $k_{2\nu}T^{\lambda\mu\nu}=+(i/8\pi^2)(1-c)W^{\lambda\mu}$; the sign changes because $W$ is odd under $k_1\leftrightarrow k_2$ at fixed indices. Both vector conditions are met at $c=1$.

## The axial current

For the contraction with $q_\lambda$, anticommute $\gamma_5$ and insert inverse propagators:

$$\slashed q\gamma_5=-\gamma_5S^{-1}(p+q)-S^{-1}(p)\gamma_5-2m\gamma_5 .\tag{10}$$

To verify this, note that the first two terms on the right are $-\gamma_5(\slashed p+\slashed q)+\gamma_5m-\slashed p\gamma_5+m\gamma_5$. The $\slashed p$ terms cancel, $-\gamma_5\slashed q=\slashed q\gamma_5$, and the last term of (10) removes $2m\gamma_5$.

The term $-2m\gamma_5$ yields $-2mP^{\mu\nu}$. The others remove one propagator each. From the first diagram they give

$$-\mathrm{tr}[\gamma_5\gamma^\nu S(p+k_1)\gamma^\mu S(p)]+\mathrm{tr}[\gamma_5\gamma^\mu S(p+q)\gamma^\nu S(p+k_1)],$$

where the plus sign comes from moving $\gamma^\mu$ cyclically to the front and then through $\gamma_5$. The second diagram gives the same with $(k_1,\mu)\leftrightarrow(k_2,\nu)$. With

$$h(p)=\mathrm{tr}[\gamma_5\gamma^\nu S(p+k_1)\gamma^\mu S(p)]\;\to\;-\frac{4i\,\epsilon^{\nu\sigma\mu\tau}k_{1\sigma}p_\tau}{p^4},$$

the first term above combines with the positive term of the second diagram into $h(p+k_2)-h(p)$. By (6), its integral is

$$\frac{i\pi^2}{2}(-4i)\,\epsilon^{\nu\sigma\mu\tau}k_{1\sigma}k_{2\tau}=2\pi^2W^{\mu\nu}.$$

The remaining pair is the Bose image and contributes the same amount, since $W^{\mu\nu}$ is unchanged when indices and momenta are exchanged together. At $c=0$ the surface terms sum to $-(i/16\pi^4)(4\pi^2W^{\mu\nu})=-(i/4\pi^2)W^{\mu\nu}$.

The shift (7) adds $(ic/8\pi^2)\epsilon^{\lambda\mu\nu\sigma}(k_1+k_2)_\lambda(k_1-k_2)_\sigma$. Moving $\lambda$ past two indices is even, so the product $-k_{1\lambda}k_{2\sigma}$ gives $-W^{\mu\nu}$, and $k_{2\lambda}k_{1\sigma}$ gives another $-W^{\mu\nu}$. Therefore

$$q_\lambda T^{\lambda\mu\nu}=-2mP^{\mu\nu}-\frac{i}{8\pi^2}\,2(1+c)\,W^{\mu\nu}.\tag{11}$$

## Moving the violation, and fixing it

Measure the violations in (9) and (11) in units of $-(i/8\pi^2)W$, leaving aside the mass term:

| $c$ | each vector index | axial index |
|---:|---:|---:|
| $1$ | 0 | 4 |
| $0$ | 1 | 2 |
| $-1/3$ | 4/3 | 4/3 |
| $-1$ | 2 | 0 |

The axial entry plus twice the vector entry is $2(1+c)+2(1-c)=4$ for every $c$. Rerouting moves the violation between the currents but cannot remove it. The choice $c=-1/3$ divides the violation equally among the three indices, and $c=-1$ makes the axial current free of anomaly at the cost of the vector current.

In electrodynamics the choice is not free. The field couples to the vector current, and Maxwell's equations require their source to be conserved. Equivalently, (3) must not change under $A_{1\mu}\to A_{1\mu}+\text{const}\times k_{1\mu}$. This selects $c=1$.

Bose symmetry need not be assumed. Add $(i/8\pi^2)\epsilon^{\lambda\mu\nu\sigma}(uk_1+vk_2)_\sigma$ to the $c=0$ amplitude. Contraction with $k_{1\mu}$ then gives $-(i/8\pi^2)(1+v)W^{\lambda\nu}$, and contraction with $k_{2\nu}$ gives $(i/8\pi^2)(1-u)W^{\lambda\mu}$. Conservation at both photon vertices forces $u=1$, $v=-1$, which is again the $c=1$ amplitude.

## The divergence in terms of fields

From (3), $\partial_\lambda$ becomes $-iq_\lambda$. The mass term of (11) then gives $2ime^2P^{\mu\nu}A_{1\mu}A_{2\nu}e^{-iqx}=2im\langle\bar\psi\gamma_5\psi\rangle$, the classical divergence of a massive fermion's axial current. At $c=1$ the remainder is

$$-ie^2\Big(-\frac{i}{2\pi^2}\Big)A_{1\mu}A_{2\nu}W^{\mu\nu}e^{-iqx}=-\frac{e^2}{2\pi^2}A_{1\mu}A_{2\nu}W^{\mu\nu}e^{-iqx}.\tag{12}$$

To recognise the fields, start from $\epsilon^{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}=4\epsilon^{\mu\nu\rho\sigma}\partial_\mu A_\nu\partial_\rho A_\sigma$. Its cross term has two equal parts and a factor $(-i)^2$, giving $-8\epsilon^{\mu\nu\rho\sigma}k_{1\mu}A_{1\nu}k_{2\rho}A_{2\sigma}e^{-iqx}$. Reordering to $(A_1,A_2,k_1,k_2)$ is an odd permutation, so this equals $+8A_{1\mu}A_{2\nu}W^{\mu\nu}e^{-iqx}$. Expression (12) is therefore $-(e^2/16\pi^2)\epsilon^{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}$.

With $F_{0i}=E^i$ and $F_{ij}=-\epsilon_{ijk}B^k$, the index 0 can occupy four positions:

$$\epsilon^{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}=4\epsilon_{ijk}E^i(-\epsilon_{jkl}B^l)=-8\,\mathbf E\cdot\mathbf B .$$

The result is

$$\partial_\lambda j_5^\lambda=2im\,\bar\psi\gamma_5\psi+\frac{e^2}{2\pi^2}\mathbf E\cdot\mathbf B=2im\,\bar\psi\gamma_5\psi+\frac{2\alpha}{\pi}\mathbf E\cdot\mathbf B ,\tag{13}$$

understood as an expectation value at second order in the background field. The number in (1) is $\kappa=1/2\pi^2$. The magnitude is $2\alpha/\pi$; reversing the sign convention of $\gamma_5$ reverses both $j_5$ and the sign of this term.

For $m=0$, $j_5=j_R-j_L$ while $j=j_R+j_L$ is conserved. Positive $\mathbf E\cdot\mathbf B$ thus raises the right-handed charge density, integrated over space, at half the total rate and lowers the left-handed one equally.

## When the mass term cancels the anomaly

The expectation value of the mass term can be comparable in size to the anomaly. In the first diagram of $P$, the surviving trace terms contain one mass and two slashed momenta. Write $[A,B]=\epsilon^{\mu\nu\sigma\tau}A_\sigma B_\tau$. The numerator is

$$-4im\big\{[p+q,p+k_1]-[p+q,p]+[p+k_1,p]\big\}=-4im[q,k_1]=4imW^{\mu\nu}.$$

All dependence on $p$ has cancelled, so the integral converges. Combine the denominators with Feynman parameters $x,y$ and $z=1-x-y$ for $p+q$, $p+k_1$ and $p$. After completing the square,

$$M^2=m^2-xy\,k_2^2-xz\,q^2-yz\,k_1^2 .\tag{14}$$

Wick rotation gives $\int d^4\ell/(2\pi)^4\,(\ell^2-M^2)^{-3}=-i/(32\pi^2M^2)$. The two diagrams are equal, and the Feynman formula carries a factor 2:

$$P^{\mu\nu}=2(-i)(4imW^{\mu\nu})\,2\!\int\!dx\,dy\,\frac{-i}{32\pi^2M^2}=-\frac{im}{2\pi^2}W^{\mu\nu}\!\int\!\frac{dx\,dy}{M^2}.$$

Hence $-2mP^{\mu\nu}=(i/2\pi^2)J\,W^{\mu\nu}$, and (11) at $c=1$ becomes

$$q_\lambda T^{\lambda\mu\nu}=-\frac{i}{2\pi^2}(1-J)W^{\mu\nu},\qquad J=2m^2\!\int_{x+y\le1}\!\frac{dx\,dy}{M^2}.\tag{15}$$

For $m\to0$ at fixed spacelike $k_1,k_2,q$, the integral stays finite and $J\to0$: the anomaly is the whole divergence. For large $m$, $M^2\to m^2$ and the triangle has area $1/2$, so $J\to1$ and the heavy fermion decouples. Expanding $1/M^2$ and using $\int xy\,dx\,dy=1/24$ gives the leading remainder

$$1-J\simeq-\frac{k_1^2+k_2^2+q^2}{12m^2}.\tag{16}$$

Within this second-order term the limits of zero mass and uniform field do not commute: at fixed $m$, letting all momenta vanish gives $J=1$ and no net divergence. The expansion in the field is not controlled when mass and momenta both become small at fixed field strength. For constant parallel $E$ and $B$ treated exactly, pair creation in the lowest Landau level gives a net rate equal to the anomaly times $e^{-\pi m^2/|eE|}$. This factor vanishes to every order in $e$ at fixed $m$ and tends smoothly to one as $m\to0$. For timelike momenta above a pair threshold, $M^2$ can vanish inside the integration region; the Feynman prescription $m^2\to m^2-i0$ is then needed and $J$ becomes complex.

## Worked example

Take static waves with $\mathbf k_1=(0.6,0,0)$ and $\mathbf k_2=(0.2,0.5,0)$ in units of a reference momentum. Lowering spatial indices changes both signs, so $W^{03}=\epsilon^{0312}(-0.6)(-0.5)=0.3000$. The numerical check integrates the traces in (4) directly, without using the Ward identities. At $m=1$ it reproduces the table of violations. For a general pair of potentials, subtracting the mass term at $c=1$ and dividing by $\mathbf E\cdot\mathbf B$ gives $4.6456\times10^{-3}$, in agreement with $2\alpha/\pi$.

The mass term is far from negligible here. At $m=1$, $J=0.888$ and only $0.112$ of the anomaly survives in the net divergence. At $m=0.01$ the surviving fraction is $0.999$. At $m=10$ it is $0.00128$; since $-k_1^2-k_2^2-q^2=0.36+0.29+0.89=1.54$, estimate (16) gives $1.54/1200=0.00128$ as well.

For a laboratory scale, consider massless fermions of elementary charge in parallel uniform fields $E=1000\ \mathrm{V/m}$ and $B=1\ \mathrm T$, with their back-reaction on the fields neglected. Uniform fields at $m=0$ lie outside the second-order derivation, but the lowest Landau level gives the same rate: it holds $eB/2\pi\hbar$ states per area, and each chirality gains or loses $eE/2\pi\hbar$ states per length and time. In SI units $eE/\hbar c$ and $eB/\hbar$ are inverse areas, and a factor $c$ converts the four-dimensional density to a rate per volume and time:

$$\dot n_5=\frac{e^2EB}{2\pi^2\hbar^2}=1.169\times10^{29}\times1000\times1\ \mathrm{m^{-3}\,s^{-1}}=1.169\times10^{32}\ \mathrm{m^{-3}\,s^{-1}} .$$

Half of this is the gain in right-handed number density and half the loss in left-handed number density, each counted as particles minus antiparticles. The rate lasts only while the field is held fixed. Left to itself, the current $ecn_5$ screens $E$ with frequency $\omega^2=e^3Bc/(2\pi^2\hbar^2\epsilon_0)$, so at 1 T the neglect of back-reaction fails after about $1/\omega\approx10^{-15}$ s, when $n_5\sim10^{17}\ \mathrm{m^{-3}}$. Treating the fermion as massless requires $mc^2\ll\sqrt{eE\hbar c/\pi}\approx8$ meV at this field. The estimate therefore does not apply to electrons in vacuum: their mass is fixed while the field momenta tend to zero, so $J\to1$ and the net rate vanishes at this order, and the exact rate is suppressed by $e^{-\pi m^2c^3/eE\hbar}$ with an exponent of about $4\times10^{15}$.

## Computed values

```
k1 spatial components [ref. momentum]: [0.6 0.  0. ]
k2 spatial components [ref. momentum]: [0.2 0.5 0. ]
fermion mass in routing test [ref. momentum]: 1.0
W^03 [ref. momentum^2]: 0.3000
Violations in units of (-i/8pi^2) W, from direct integration:
   c        vector     axial      axial + 2 vector
  1.0000     0.0000     4.0000       4.0000
  0.0000     1.0000     2.0000       4.0000
 -0.3333     1.3333     1.3333       4.0000
 -1.0000     2.0000     0.0000       4.0000
largest surface-term error, unequal shifts [ref. momentum]: 1.7e-10
E.B amplitude of the test waves [ref. momentum^3 x potential^2 / ref. momentum]: 0.37200
anomaly coefficient from the loop [dimensionless]: 4.645639e-03
2 alpha/pi [dimensionless]: 4.645639e-03
net divergence / anomaly from loop, m = 1.0 [dimensionless]: 0.11213
net divergence / anomaly from loop, m = 2.0 [dimensionless]: 0.03096
Mass [ref. momentum], J, and net fraction 1-J [dimensionless]:
    0.01   0.000997   0.999003
    0.10   0.086284   0.913716
    1.00   0.887872   0.112128
    2.00   0.969045   0.030955
   10.00   0.998719   0.001281
electric field [V/m]: 1000.0
magnetic field [T]: 1.0
axial-charge production rate [m^-3 s^-1]: 1.16933e+32
```
